# Stretched-Exponential Threshold Shift from a Dispersive Trapping Coefficient, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the rate equation

A model thin-film transistor is held with its gate 20 V above threshold. After 1 s its threshold voltage has risen by 0.0893 V, and after 100 s by 1.37 V. If all remaining channel electrons had the same constant chance per unit time of being trapped, the first number would fix the second. The fraction surviving 1 s is $1-0.0893/20=0.9955$, the fraction surviving 100 s would be $0.9955^{100}\approx0.64$, and the shift would be $20\times0.36\approx7.2$ V. The actual shift is five times smaller. If trapped electrons are not released again, the average chance of being trapped, among the electrons that remain, must therefore fall as the stress goes on. Two points alone do not exclude release: a constant capture rate of $4.6\times10^{-3}\ \mathrm{s^{-1}}$ with a constant release rate of $0.063\ \mathrm{s^{-1}}$ passes through both, but it levels off near 1.4 V.

The model behind these numbers has a trapping coefficient that decays as a power of time,

$$k(t)=A\,t^{\beta-1},\qquad A>0,\quad 0<\beta<1, \tag{1}$$

where $t$ is counted from the moment the stress is applied. Such a coefficient is called dispersive. When it drives first-order trapping, the threshold shift is

$$\Delta V(t)=\Delta V_\infty\left\{1-\exp\left[-\left(\frac{t}{\tau}\right)^{\beta}\right]\right\},\qquad \tau=\left(\frac{\beta}{A}\right)^{1/\beta}. \tag{2}$$

In this first derivation equation (1) is taken as given, and the trapped charge is treated as a smooth density.

### From trapped charge to threshold shift

Let $n_t$ be the number of electrons per unit area held in deep traps at the interface between the gate insulator and the semiconductor. The insulator has thickness $d$ and permittivity $\varepsilon$, so its capacitance per unit area is $C=\varepsilon/d$. The elementary charge $q$ is positive, and $x$ points from the gate towards the semiconductor.

The threshold is the gate voltage at which the semiconductor reaches a fixed reference state, with a given band bending and negligible mobile charge. Compare this state before and after trapping. The semiconductor is the same in both cases, so the displacement field on its side of the interface has not changed. The one new charge is the sheet $-qn_t$. Gauss's law for the changes in displacement field across the interface reads

$$\delta D_{\rm semi}-\delta D_{\rm ins}=-qn_t .$$

With $\delta D_{\rm semi}=0$ this gives $\delta D_{\rm ins}=+qn_t$. The field in the insulator has grown by $qn_t/\varepsilon$, and the gate must supply the extra voltage drop across the thickness $d$:

$$\Delta V=\frac{qn_t}{\varepsilon}\,d=\frac{qn_t}{C}. \tag{3}$$

Trapped electrons therefore raise the threshold. Trapped holes carry the opposite charge, and the same argument gives $\Delta V=-qn_t/C$. The position of the charge matters: for a sheet inside the insulator at distance $x$ from the gate, the extra field fills the length $x$ alone, and the shift is $qn_tx/\varepsilon$. Equation (3) holds for charge at the interface.

In the example $d=100$ nm and the relative permittivity is 3.9, so

$$C=\frac{3.9\times8.854\times10^{-12}\ \mathrm{F/m}}{10^{-7}\ \mathrm{m}}=3.453\times10^{-4}\ \mathrm{F/m^2}.$$

After $10^4$ s the trapped density is $2.910\times10^{16}\ \mathrm{m^{-2}}$, and equation (3) gives 13.5 V. A finite-difference solution of Poisson's equation confirms that this gate voltage leaves no field in the semiconductor.

### Why the trapping is first order

A first-order law says that the trapping rate is proportional to what is still left to be trapped. There are two simple ways for this to come about.

**Electrons run out.** The gate voltage $V_G$ is constant, and the initial threshold is $V_{th0}$. Above threshold the mobile density $n_c$ follows the capacitor relation $qn_c=C(V_G-V_{th})$, where $V_{th}$ is the present threshold. Inserting $V_{th}=V_{th0}+qn_t/C$ gives

$$qn_c=C(V_G-V_{th0})-qn_t .$$

Division by $q$ turns this into

$$n_c=n_\infty-n_t,\qquad n_\infty=\frac{C(V_G-V_{th0})}{q}. \tag{4}$$

The gate fixes the total induced charge, and trapping moves electrons from the mobile part to the trapped part. If every mobile electron has the same probability $k\,dt$ of being trapped in the interval $dt$, then $dn_t/dt=kn_c=k(n_\infty-n_t)$. The final shift is $qn_\infty/C=V_G-V_{th0}$: trapping goes on until the channel is empty. In the example $n_\infty=3.453\times10^{-4}\times20/(1.602\times10^{-19})=4.31\times10^{16}\ \mathrm{m^{-2}}$, or $4.31\times10^{12}\ \mathrm{cm^{-2}}$.

**Sites run out.** Under negative gate bias and illumination, let light hold the density of holes at the interface constant, and let there be $N_T$ hole traps per unit area. Each empty trap is filled with probability $k\,dt$, so $dn_t/dt=k(N_T-n_t)$. This is the same equation with $n_\infty=N_T$, and the final shift is $-qN_T/C$. For $N_T=10^{12}\ \mathrm{cm^{-2}}$ it is

$$-\frac{1.602\times10^{-19}\times10^{16}}{3.453\times10^{-4}}\ \mathrm{V}=-4.64\ \mathrm{V}.$$

If electrons and sites both run out, the rate is instead $k(n_\infty-n_t)(1-n_t/N_T)$, with $n_\infty$ from equation (4). This is quadratic in $n_t$ and does not lead to equation (2). The first case is recovered when $N_T\gg n_\infty$, because $n_t$ cannot exceed $n_\infty$ and the last factor then stays close to one.

Both cases also assume that deep traps release nothing during the stress. Suppose that they did, at a constant rate $g$ per trapped charge:

$$\frac{dn_t}{dt}=k(t)(n_\infty-n_t)-gn_t .$$

Since $k$ falls towards zero and $g$ does not, release eventually outweighs capture, and the shift reaches a maximum and then recedes. Equation (2) therefore requires that release be negligible over the time observed, and $gt\ll1$ is sufficient for this.

### Integrating the rate equation

The equation to be solved is

$$\frac{dn_t}{dt}=k(t)\,(n_\infty-n_t),\qquad n_t(0)=0. \tag{5}$$

Let $S=(n_\infty-n_t)/n_\infty$ be the fraction not yet trapped. Since $n_\infty$ is constant, $dS/dt=-(1/n_\infty)\,dn_t/dt$, and equation (5) becomes

$$\frac{dS}{dt}=-k(t)S,\qquad S(0)=1. \tag{6}$$

The coefficient diverges at $t=0$, so it must be checked that a solution starting from $S=1$ exists. The accumulated coefficient, taken from a small time $\delta$, is

$$\int_\delta^tA\,t'^{\,\beta-1}dt'=\frac{A}{\beta}\left(t^\beta-\delta^\beta\right).$$

Because $\beta>0$, $\delta^\beta$ vanishes as $\delta\to0$ and the integral stays finite. Call its limit the exposure,

$$u(t)=\int_0^tk(t')\,dt'=\frac{A\,t^\beta}{\beta}. \tag{7}$$

Its derivative is $du/dt=At^{\beta-1}=k$. Now differentiate the product $Se^{u}$, using equation (6):

$$\frac{d}{dt}\left(Se^{u}\right)=e^{u}\left(\frac{dS}{dt}+S\frac{du}{dt}\right)=e^{u}(-kS+kS)=0 .$$

The product is constant for $t>0$. As $t\to0$, $S\to1$ and $u\to0$, so the constant is 1 and

$$S(t)=e^{-u(t)}. \tag{8}$$

Define $\tau$ by $u(\tau)=1$. Equation (7) gives $A\tau^\beta/\beta=1$, hence $\tau=(\beta/A)^{1/\beta}$ and $u=(t/\tau)^\beta$. The trapped density is $n_t=n_\infty(1-S)$, and multiplication by $\pm q/C$ gives equation (2), with the sign carried by $\Delta V_\infty$.

For $\beta=1$ the coefficient is constant and the law is a simple exponential. For $\beta\le0$ the integral diverges at its lower limit, and a pure power law cannot hold down to $t=0$.

In the example $\beta=0.6$ and $A=2.685\times10^{-3}\ \mathrm{s^{-0.6}}$, so

$$\tau=\left(\frac{0.6}{2.685\times10^{-3}}\right)^{1/0.6}\mathrm{s}=(223.5)^{5/3}\ \mathrm{s}\approx8.23\times10^3\ \mathrm{s},$$

or 2.29 h. The exponent $1/\beta$ makes $\tau$ sensitive to the coefficient: doubling $A$ divides $\tau$ by $2^{1/0.6}\approx3.2$. Stepping equation (5) forward numerically, on a time mesh refined towards $t=0$, gives the same shifts from 1 s to $10^5$ s within the asserted tolerance of $10^{-5}$ of the final shift.

### The course of the shift

At early times $u\ll1$ and $1-e^{-u}=u-u^2/2+\dots$, so

$$\Delta V\approx\Delta V_\infty\left(\frac{t}{\tau}\right)^\beta . \tag{9}$$

The leading relative excess of this power law over the full result is $u/2$. At 100 s, $u=0.0709$. The power law gives 1.418 V and the full law 1.369 V, an excess of 3.6% of the latter value.

This accounts for the opening numbers. Between 1 s and 100 s the exposure grows by $100^{0.6}=15.8$, not by 100, and the shift grows by $1.369/0.0893=15.3$. The small remaining difference is the onset of saturation.

The local slope on a double-logarithmic plot of shift against time follows from $du/d\ln t=\beta u$:

$$\frac{d\ln|\Delta V|}{d\ln t}=\frac{\beta u\,e^{-u}}{1-e^{-u}}=\frac{\beta u}{e^{u}-1}. \tag{10}$$

It starts at $\beta$ and falls as $u$ grows. At 1000 s, where $u=0.282$, it is already 0.52. A power-law fit to the shift over such a range would underestimate $\beta$.

On a plot against $\ln t$ the slope is $d\Delta V/d\ln t=\beta\Delta V_\infty ue^{-u}$. The factor $ue^{-u}$ has derivative $(1-u)e^{-u}$ and is largest at $u=1$, so the curve is steepest at $t=\tau$. There the shift is $20(1-e^{-1})=12.6$ V. At $10^5$ s, $u=4.47$ and the shift is 19.8 V, with about 1% of the electrons still mobile.

If $\Delta V_\infty$ is known, equation (2) can be made linear. Moving the exponential to one side and taking two logarithms gives

$$\ln\left[-\ln\left(1-\frac{\Delta V}{\Delta V_\infty}\right)\right]=\beta\ln t-\beta\ln\tau . \tag{11}$$

The numerically stepped shifts at $10^3$ s and $10^4$ s give a slope of 0.600. If measurements end while $u\ll1$, equation (9) applies, and the data fix $\beta$ and the combination $\Delta V_\infty/\tau^\beta$ but not $\Delta V_\infty$ and $\tau$ separately.

### Where the clock starts

Equation (8) holds for any integrable $k(t)$; the stretched exponential is its form for the power law (1). This shows what happens when $t=0$ is misplaced. Suppose that whatever makes $k$ decay began a time $t_w$ before the bias was applied. With $t$ still counted from the bias, $k=A(t+t_w)^{\beta-1}$ and

$$u=\frac{A}{\beta}\left[(t+t_w)^\beta-t_w^\beta\right].$$

For $t\ll t_w$, a first-order expansion in $t/t_w$ gives $u\approx At_w^{\beta-1}t$, which is linear in time. For $t\gg t_w$ the exposure again grows as $t^\beta$, but it stays below its value for $t_w=0$ by an amount that tends to $At_w^\beta/\beta$. The surviving fraction therefore remains larger, by a factor that tends to $\exp(At_w^\beta/\beta)$. With $t_w=10^4$ s the coefficient is about $6.74\times10^{-5}\ \mathrm{s^{-1}}$ when the bias begins, so the exposure after 100 s is about 0.0067, a tenth of its value for $t_w=0$. A sample with such a history would look more stable at first, and its early slope would be 1 rather than $\beta$.

## Second derivation: counting events, and what each route assumes

The symbols carried over are these. $S(t)$ is the fraction of electrons, or of empty hole traps, not yet converted into trapped charge, and $\Delta V=\Delta V_\infty(1-S)$. The first derivation assumed a coefficient $k=At^{\beta-1}$ and found $S=e^{-u}$ with $u=(t/\tau)^\beta$ and $\tau^{-\beta}=A/\beta$. In the example $\beta=0.6$, $\tau=8.23\times10^3$ s and $\Delta V_\infty=20$ V.

The second derivation does not assume the power law. It follows single conversion events and obtains the exposure from a microscopic picture. Conversion is brought about by mobile agents, for instance a diffusing defect or impurity, which spend most of their time immobilized in shallow states. Call each electron or empty trap that can still be converted a unit. The assumptions are:

- The number of agents is large and fixed, all are free at $t=0$, and conversion does not use them up.
- A fraction $\phi(t)$ of the agents is free at time $t$.
- Every unit is converted with probability $\kappa\phi(t)\,dt$ in the interval $dt$, whatever has happened to the other units. Thus $\kappa$ is the conversion rate when all agents are free.

### The survival probability

Divide the time from 0 to $t$ into short intervals $\Delta t$. A unit survives if it escapes conversion in each of them, so its survival probability is a product:

$$S(t)=\lim_{\Delta t\to0}\prod_j\left[1-\kappa\phi(t_j)\Delta t\right].$$

Take the logarithm and use $\ln(1-y)=-y+O(y^2)$. The first-order terms add up to $-\kappa\int_0^t\phi\,dt'$. Because $\phi\le1$, each squared term is at most $\kappa\Delta t$ times the corresponding first-order term, and their sum vanishes with $\Delta t$. Hence

$$S(t)=e^{-\kappa\Phi(t)},\qquad \Phi(t)=\int_0^t\phi(t')\,dt'. \tag{12}$$

Here $\Phi$ is the mean time an agent has spent free. No singular coefficient appears, since $\phi(0)=1$.

A trapping coefficient assumed to decay as a power of time gives the stretched exponential, and counting single conversion events gives the survival probability in terms of the mean free time $\Phi(t)$ of the agents. It remains to find $\Phi(t)$ from their capture and release in shallow states, and to compare what the two routes assume.

Numerical values quoted here were computed with a short program.
